\section*{Identifying pad stiffness and selectivity from dishing at several line widths}

\section*{Setting}

Parallel metal lines of width $w$ alternate with dielectric strips of width $s$. The period is $L=w+s$ and the metal density is $f=w/L$, with $0<f<1$. A polishing pad slides over the pattern at speed $v$ under a known mean pressure $p_0$. Dishing $D$ is the height of the dielectric at mid-strip minus the height of the metal at mid-line.

The model rests on these assumptions.
\begin{itemize}
\item The pad is a smooth, linear elastic continuum in plane strain, much thicker than $L$, with Young modulus $E$ and Poisson ratio $\nu$. Friction does not load it tangentially. Its stiffness is $E^*=E/(1-\nu^2)$.
\item The local removal rate obeys Preston's law, $R=Kpv$, with $K=K_m$ on metal and $K=K_d$ on dielectric. The selectivity is $S=K_m/K_d>1$.
\item Unless stated otherwise, each line width is polished on its own uniformly patterned wafer under the same $p_0$.
\end{itemize}
Pad roughness and all slurry chemistry beyond the one number $S$ are left out. Real pads are rough and touch the wafer at scattered summits, so the dishing values below illustrate the model and are not predictions for a particular process. The equations contain no $\hbar$, electron charge or electron mass, so they read the same in atomic units. Numbers are in eV and \AA. The example uses round model parameters:
\[
E^*=5\times10^{-4}\ \mathrm{eV/\AA^3},\quad S=5,\quad p_0=2\times10^{-7}\ \mathrm{eV/\AA^3},\quad s=10^5\ \mathrm{\AA}.
\]
The five widths are $0.25$, $0.5$, $1$, $2$ and $4$ in units of $10^5$ \AA. Each measured $\ln D$ has an independent error of standard deviation $\varepsilon=0.03$, which is about 3\,\% of $D$.

\section*{Part (a): response of the pad}

\textbf{Question.} A pressure $p\cos qx$, $q>0$, acts on the pad surface $y=0$, with $y$ pointing into the pad. Find the surface displacement $u$ into the pad.

\textbf{Answer.} Derive the stresses from an Airy function $\chi$:
\[
\sigma_{xx}=\chi_{yy},\qquad \sigma_{yy}=\chi_{xx},\qquad \sigma_{xy}=-\chi_{xy}.
\]
Force balance then holds identically, and compatibility of the strains requires $\nabla^4\chi=0$. The decaying solution with the period of the load is $\chi=(A+By)e^{-qy}\cos qx$. Indeed $\nabla^2\chi=-2qBe^{-qy}\cos qx$, which is harmonic.

A pressure is a negative normal stress, so $-q^2A=-p$ and $A=p/q^2$. Zero shear at $y=0$ requires $B-qA=0$, so $B=p/q$. Differentiation gives
\begin{align}
\sigma_{yy}&=-p(1+qy)e^{-qy}\cos qx,\\
\sigma_{xx}&=-p(1-qy)e^{-qy}\cos qx .
\end{align}
In plane strain $\epsilon_{yy}=\frac{1+\nu}{E}[(1-\nu)\sigma_{yy}-\nu\sigma_{xx}]$. The displacement vanishes deep in the pad, hence $u=-\int_0^\infty\epsilon_{yy}\,dy$. Since $\int_0^\infty(1+qy)e^{-qy}dy=2/q$ and $\int_0^\infty(1-qy)e^{-qy}dy=0$,
\begin{equation}
u=\frac{2p}{E^*q}\cos qx .
\label{eq:pad}
\end{equation}
Long waves deform the pad more easily than short ones. The uniform part of the pressure shifts the pad surface as a whole, so its displacement drops out of the height difference $D$. The value of $p_0$ still matters, because it sets the size of the pressure variation found in part (b).

\section*{Part (b): the steady state}

\textbf{Question.} Find the steady pressures on metal and dielectric. Show that full contact is consistent and that the surface approaches this state. Give a bound on the relaxation rate.

\textbf{Answer.} A profile of constant shape needs the same removal rate everywhere, so $K_mp_m=K_dp_d$, or $p_m=p_d/S$. The load condition $fp_m+(1-f)p_d=p_0$ gives
\begin{equation}
p_d=\frac{Sp_0}{S(1-f)+f},\qquad p_m=\frac{p_0}{S(1-f)+f}.
\end{equation}
Both are positive, so the pad touches the whole surface. The difference is
\begin{equation}
\Delta p=p_d-p_m=p_0\,\varphi(S,f),\qquad \varphi=\frac{S-1}{S(1-f)+f}.
\label{eq:phi}
\end{equation}

For the approach in time, let $z$ be the wafer height measured toward the pad. In contact, $z=u$ up to a constant. By (\ref{eq:pad}) the pressure is $p_0+\mathcal Az$, where $\mathcal A$ multiplies each Fourier component by $E^*|q|/2$. Let $\zeta$ be the departure from the steadily receding profile. Subtracting the steady solution from $\partial_tz=-Kv(p_0+\mathcal Az)$ leaves $\partial_t\zeta=-vK\mathcal A\zeta$. Define $U=\frac12\int\zeta\mathcal A\zeta\,dx$ over a period. Because $\mathcal A$ is symmetric,
\begin{equation}
\frac{dU}{dt}=-v\int K(\mathcal A\zeta)^2dx\le-vK_d\int(\mathcal A\zeta)^2dx\le-\frac{2\pi vK_dE^*}{L}\,U .
\end{equation}
The first inequality uses $K\ge K_d$. The second uses the smallest non-zero eigenvalue of $\mathcal A$, which is $E^*(2\pi/L)/2=\pi E^*/L$. Since $U$ is quadratic in $\zeta$, the shape error decays at least as fast as $\exp(-\pi vK_dE^*t/L)$.

During the time $L/(\pi vK_dE^*)$ a steadily polished dielectric loses a thickness $p_dL/(\pi E^*)$. For the widest line $L=5\times10^5$ \AA\ and $p_d=5p_0/1.8=5.6\times10^{-7}$ eV/\AA$^3$, so this loss is about 180 \AA. From a flat start the pad keeps full contact, and several times this amount is a safe polishing depth before the steady formula is used. The estimate does not cover a rough start: a ripple of period $L$ with amplitude above $p_0L/(\pi E^*)$, here 64 \AA, would lift the pad off its troughs.

\section*{Part (c): dishing}

\textbf{Question.} Derive $D$, and examine narrow and wide lines at fixed spacing.

\textbf{Answer.} Put $x=0$ at the centre of a line and let $q_n=2\pi n/L$. Relative to $p_d$, the pressure is lower by $\Delta p$ on $|x|<w/2$, so the coefficient of $\cos q_nx$ is
\begin{equation}
c_n=-\frac{2\Delta p}{L}\int_{-w/2}^{w/2}\cos q_nx\,dx=-\frac{2\Delta p}{n\pi}\sin(n\pi f).
\end{equation}
With (\ref{eq:pad}), $D=u(L/2)-u(0)=\sum_n\frac{2c_n}{E^*q_n}[(-1)^n-1]$. Even terms vanish and odd terms carry the factor $-2$, which cancels the sign of $c_n$. Therefore
\begin{equation}
D=\frac{4p_0L}{\pi^2E^*}\,\varphi(S,f)\,g(f),\qquad g(f)=\sum_{n\ \mathrm{odd}}\frac{\sin n\pi f}{n^2}.
\label{eq:D}
\end{equation}

To sum the series, set $\theta=\pi f$. Then $dg/d\theta=\sum_{n\ \mathrm{odd}}\cos(n\theta)/n$, the real part of $\frac12\ln\frac{1+e^{i\theta}}{1-e^{i\theta}}$. The modulus of that fraction is $\cot(\theta/2)$, so
\begin{equation}
g(f)=-\frac12\int_0^{\pi f}\ln\tan\frac t2\,dt .
\end{equation}
Thus $g(f)=g(1-f)$, with a maximum at $f=1/2$ equal to Catalan's constant, $0.9160$.

For small $\theta$, $\tan(t/2)\simeq t/2$ gives $g\simeq\frac\theta2[1+\ln(2/\theta)]$. Narrow lines, $w\ll s$, have $\varphi\simeq1-1/S$ and
\begin{equation}
D\simeq\frac{2p_0w}{\pi E^*}\Bigl(1-\frac1S\Bigr)\Bigl[1+\ln\frac{2L}{\pi w}\Bigr].
\end{equation}
For very wide lines, $S(1-f)\ll1$, we have $\varphi\simeq S-1$, and the symmetry of $g$ gives
\begin{equation}
D\simeq\frac{2p_0s}{\pi E^*}(S-1)\Bigl[1+\ln\frac{2L}{\pi s}\Bigr].
\end{equation}
Narrow lines are nearly blind to a large $S$, while very wide lines respond in proportion to $S-1$. This contrast carries the information about selectivity.

At $w=10^5$ \AA\ the prefactor is $4(2\times10^{-7})(2\times10^5)/(\pi^2\,5\times10^{-4})=32.4$ \AA, so $D=32.4\times1.333\times0.916=39.6$ \AA. All five widths give
\begin{center}
\begin{tabular}{rcccc}
$w$ (\AA) & $f$ & $\varphi$ & $g$ & $D$ (\AA)\\
25\,000 & 0.200 & 0.952 & 0.674 & 13.0\\
50\,000 & 0.333 & 1.091 & 0.846 & 22.4\\
100\,000 & 0.500 & 1.333 & 0.916 & 39.6\\
200\,000 & 0.667 & 1.714 & 0.846 & 70.5\\
400\,000 & 0.800 & 2.222 & 0.674 & 121.5
\end{tabular}
\end{center}
Integrating Preston's law in time from a flat surface, without using (\ref{eq:D}), reproduces these values within 0.02\,\%, as the numerical output shows.

\section*{Part (d): can error-free data fix both parameters?}

\textbf{Question.} State the condition on the set of lines under which error-free steady dishing determines $E^*$ and $S$ uniquely.

\textbf{Answer.} Collect the known factors of (\ref{eq:D}) into $Y=4p_0Lg/(\pi^2D)=E^*/\varphi$. Then
\begin{equation}
Y=E^*\frac{S(1-f)+f}{S-1}=a(1-f)+bf,\qquad a=\frac{E^*S}{S-1},\quad b=\frac{E^*}{S-1}.
\label{eq:line}
\end{equation}
This is a straight line in $f$. Two different densities fix $a$ and $b$, and then
\begin{equation}
S=\frac ab,\qquad E^*=a-b .
\end{equation}
If all densities are equal, the data supply one number $Y$ for two unknowns. Every pair with the same $E^*/\varphi(S,f)$ fits equally well. The condition is therefore that at least two densities differ; different widths alone are not enough.

A straight line through the five error-free points gives $a=6.25\times10^{-4}$ and $b=1.25\times10^{-4}$ eV/\AA$^3$. Hence $S=6.25/1.25=5.00$ and $E^*=5.00\times10^{-4}$ eV/\AA$^3$, the input values.

\section*{Part (e): singular values}

\textbf{Question.} For $N$ widths, find the Jacobian of $\ln D_i$ with respect to $(\ln E^*,\ln S)$ and its singular values. What do they say about rank?

\textbf{Answer.} The first derivative is $-1$. For the second, differentiate $\ln\varphi=\ln(S-1)-\ln[S(1-f)+f]$:
\begin{align}
h(f)\equiv\frac{\partial\ln D}{\partial\ln S}
&=\frac S{S-1}-\frac{S(1-f)}{S(1-f)+f}\nonumber\\
&=\frac{S\{S(1-f)+f-(S-1)(1-f)\}}{(S-1)[S(1-f)+f]}\nonumber\\
&=\frac{S}{(S-1)[S(1-f)+f]},
\label{eq:h}
\end{align}
because the braces equal $f+(1-f)=1$. The last denominator contains $S-(S-1)f$, which falls with $f$, so $h$ rises strictly with density. With rows $(-1,h_i)$,
\begin{equation}
J^TJ=\begin{pmatrix}N&-\sum h_i\\-\sum h_i&\sum h_i^2\end{pmatrix}.
\end{equation}
Its eigenvalues are $\sigma_1^2\ge\sigma_2^2$. Let $\bar h$ be the mean of the $h_i$ and $\Delta_h^2=\overline{h^2}-\bar h^2$ their population variance. Trace and determinant give
\begin{equation}
\sigma_1^2+\sigma_2^2=N+\sum h_i^2\equiv T,\qquad
\sigma_1\sigma_2=N\Delta_h ,
\end{equation}
\begin{equation}
\sigma_{1,2}^2=\tfrac12\Bigl[T\pm\sqrt{T^2-4N^2\Delta_h^2}\Bigr].
\end{equation}
Thus $\sigma_2=0$ if and only if all $h_i$, and hence all densities, are equal. The local criterion agrees with the global one of part (d). Rescaling the parameters changes the singular values but not the rank; logarithms are used so that a step means a relative change.

In the example $h=0.298,\,0.341,\,0.417,\,0.536,\,0.694$, with $\bar h=0.457$ and $\Delta_h=0.1436$. Then $\sigma_1\sigma_2=5\times0.1436=0.718$, and the two values are $\sigma_1=2.462$ and $\sigma_2=0.292$. The rank is two.

\section*{Part (f): how well are they identified?}

\textbf{Question.} Find the errors of the fitted parameters. Discuss large $S$ and $S\to1$.

\textbf{Answer.} For small errors $\eta$ in $\ln D$, least squares gives the parameter error $(J^TJ)^{-1}J^T\eta$, with covariance
\begin{equation}
C=\varepsilon^2(J^TJ)^{-1}=\frac{\varepsilon^2}{N^2\Delta_h^2}\begin{pmatrix}\sum h_i^2&\sum h_i\\\sum h_i&N\end{pmatrix}.
\end{equation}
Reading off the elements,
\begin{equation}
\mathrm{sd}(\ln S)=\frac{\varepsilon}{\sqrt N\,\Delta_h},\qquad
\mathrm{sd}(\ln E^*)=\sqrt{\overline{h^2}}\;\mathrm{sd}(\ln S),\qquad
\mathrm{corr}=\frac{\bar h}{\sqrt{\overline{h^2}}}.
\label{eq:sd}
\end{equation}
Along the weak singular vector the error is $\varepsilon/\sigma_2$. Rank decides whether the parameters can be found in principle; $\varepsilon/\sigma_2$, compared with the accepted error, decides whether they are found in practice.

Here $\mathrm{sd}(\ln S)=0.03/(2.236\times0.1436)=0.093$ and $\mathrm{sd}(\ln E^*)=0.479\times0.093=0.045$. The correlation is $0.954$, and $\varepsilon/\sigma_2=0.03/0.292=0.103$. The weak vector is $(0.42,0.91)$: a stiffer pad and a higher selectivity nearly cancel in the dishing. Six hundred fits to independently disturbed data scatter by $0.091$ in $\ln S$ and $0.044$ in $\ln E^*$, which supports the linear estimate. One of these fits gives $S=4.72$ and $E^*=4.90\times10^{-4}$ eV/\AA$^3$ (78.6 MPa), against inputs of $5$ and 80.1 MPa. Both deviations lie within one standard deviation.

The same widths at other selectivities give
\begin{center}
\begin{tabular}{rccc}
$S$ & $\sigma_2$ & $\mathrm{sd}(\ln S)$ & $\mathrm{sd}(\ln E^*)$\\
2 & 0.265 & 0.067 & 0.092\\
5 & 0.292 & 0.093 & 0.045\\
20 & 0.124 & 0.240 & 0.032\\
50 & 0.056 & 0.535 & 0.030
\end{tabular}
\end{center}

\emph{Large $S$.} When $S(1-f)\gg1$ for every line, $h\simeq1/[S(1-f)]$. Then $\Delta_h\propto1/S$ and $\mathrm{sd}(\ln S)\propto S$, while $\mathrm{sd}(\ln E^*)$ tends to a constant because the factor $1/S$ cancels in (\ref{eq:sd}). Physically, the dielectric already carries nearly all the load, so a further rise in $S$ hardly changes how the load is shared. For $\mathrm{sd}(\ln S)=0.1$ at $S=50$ the whole set must be measured $(0.535/0.1)^2\simeq29$ times. Adding a pattern denser than those in the set also helps, since it widens the spread of $h$. An error as large as $0.5$ in $\ln S$ strains the linear estimate and should be read as a sign of poor identification: at $S=50$ a few per cent of noisy data sets give $b\le0$ in (\ref{eq:line}), that is, no finite $S$, and the remaining fits scatter by about $0.7$ in $\ln S$.

\emph{$S\to1$.} Put $S=1+\delta$. Expanding (\ref{eq:h}),
\begin{equation}
h=\frac{1+\delta}{\delta[1+\delta(1-f)]}=\frac1\delta+f+O(\delta).
\end{equation}
The spread $\Delta_h$ tends to the spread of $f$, so $\mathrm{sd}(\ln S)$ stays finite. But $\overline{h^2}$ grows as $1/\delta^2$, so $\mathrm{sd}(\ln E^*)$ diverges as $1/\delta$: to leading order $D\propto\delta/E^*$, and a finite error of $S$ is a large relative error of $\delta$, which passes to $E^*$. Since $\sigma_1\simeq\sqrt N/\delta$ and $\sigma_1\sigma_2$ is finite, $\sigma_2$ vanishes in proportion to $\delta$. It therefore falls at both ends, which explains why the table has its largest $\sigma_2$ at an intermediate $S$. The linear estimate needs $\delta$ several times larger than $\mathrm{sd}(\ln S)$. At twice that value it already understates the scatter of $\ln E^*$, and at $\delta=\mathrm{sd}(\ln S)$ about one fit in six ends at the limit $S=1$.

\emph{Pressure calibration.} Equation (\ref{eq:D}) contains $p_0$ and $E^*$ only as $p_0/E^*$. A common relative error in $p_0$ passes in full to $E^*$ and leaves $S$ unchanged.

\section*{Part (g): two other designs}

\textbf{Question.} Find the rank of the Jacobian if (i) the five widths are kept but $s=w$ for each; (ii) lines of $5\times10^4$ and $2\times10^5$ \AA\ alternate on one wafer, with $s=10^5$ \AA, and the whole pattern is steady.

\textbf{Answer.} (i) Every density is $1/2$, so $h=0.417$ in every row and the rank is one. The remaining singular value is $\sqrt{5(1+0.417^2)}=2.42$. An explicit confusion is found by keeping $\varphi/E^*$ fixed. For $S=20$, $\varphi=19/10.5=1.810$, against $4/3$ for $S=5$, so
\[
E^*=5\times10^{-4}\times\frac{1.810}{1.333}=6.79\times10^{-4}\ \mathrm{eV/\AA^3}.
\]
Both pairs give the same dishing at all five widths, from 9.9 to 158.4 \AA. With the original fixed spacing they separate: the narrowest line dishes by 11.8 instead of 13.0 \AA, and the widest by 159.4 instead of 121.5 \AA. They still agree at $w=10^5$ \AA, where the density is $1/2$.

(ii) The removal rate is now uniform over both kinds of line, so all dielectric strips share one $p_d$ and all lines one $p_m$. The load condition involves only the overall density,
\[
F=\frac{0.5+2}{0.5+1+2+1}=0.556,
\]
in widths of $10^5$ \AA. Thus $\Delta p=p_0\varphi(S,F)$ for both lines. The pad is linear, so
\begin{equation}
D_i=\frac{p_0\,\varphi(S,F)}{E^*}\,G_i ,
\end{equation}
where the length $G_i$ depends on geometry alone. Both rows of the Jacobian are $(-1,h(F))$, with $h(F)=5/[4(5\times0.444+0.556)]=0.450$, and the rank is one although the widths and the local densities differ. The dishing values, 24.1 and 69.2 \AA\ measured from the adjacent mid-strip, fix $p_0\varphi/E^*$ and nothing more. On separate wafers the same two widths give $\sigma_2=0.126$ and rank two.

In steady dishing, what identifies the parameters is thus a change in how the load is shared between metal and dielectric. The rule does not extend to the transient. Patterns of different period relax at different rates, so if polishing stops before the steady state and $K_dvt$ is known, lines of equal density and different width also give rank two; $\sigma_2$ then decays to zero as the steady state is reached. In case (ii) a second wafer with a different $F$ restores rank two, since $h$ is strictly monotonic. Alternatively, an independent measurement of either parameter leaves a single unknown, which one error-free dishing value determines. With $E^*$ known, the error of $\ln S$ is $\varepsilon/h(F)$, which is $0.067$ at $S=5$ but $0.67$ at $S=50$. Since $\varphi$ saturates at $1/(1-F)$, a noisy value at large $S$ may admit no finite $S$ at all.

\section*{Table of computed values}
\begin{verbatim}
input E* = 5.00e-04 eV/A^3, S = 5.0, p0 = 2.0e-07 eV/A^3
spacing = 100000 A, relative error of data = 0.03
width[A] density g phi h D_formula[A] D_evolved[A]
  25000 0.2000 0.6744 0.9524 0.2976   13.016   13.015
  50000 0.3333 0.8458 1.0909 0.3409   22.437   22.436
 100000 0.5000 0.9160 1.3333 0.4167   39.598   39.597
 200000 0.6667 0.8458 1.7143 0.5357   70.515   70.514
 400000 0.8000 0.6744 2.2222 0.6944  121.480  121.477
line ends a = 6.2501e-04, b = 1.2500e-04 eV/A^3
from line: E* = 5.0001e-04 eV/A^3, S = 5.000
fixed spacing: S sigma1 sigma2 sd(lnS) sd(lnE*) repeats for sd(lnS)=0.1
    2 3.7961 0.26466 0.0668 0.0919 0.45
    5 2.4622 0.29157 0.0934 0.0448 0.87
   20 2.2524 0.12429 0.2396 0.0320 5.74
   50 2.2388 0.05606 0.5345 0.0298 28.57
S=5 weak direction (lnE*, lnS) = (0.4216, 0.9068)
S=5 correlation of lnE* and lnS = 0.9540
one noisy data set D[A] = 13.016 22.638 39.273 68.655 119.831
its fit: E* = 4.904e-04 eV/A^3 = 78.6 MPa, S = 4.72
input E* converted = 80.1 MPa
predicted sd: lnE* 0.0448, lnS 0.0934, weak direction 0.1029
sd of 600 fits: lnE* 0.0443, lnS 0.0909, weak direction 0.1004
density 1/2 at all widths: sigma1 = 2.4224, sigma2 below 1e-6 sigma1: True
alternative pair: E* = 6.7857e-04 eV/A^3, S = 20
width[A]; density 1/2: D input, D alternative [A]; fixed spacing: same [A]
  25000    9.899    9.899   13.015   11.810
  50000   19.799   19.799   22.436   21.068
 100000   39.597   39.597   39.597   39.597
 200000   79.194   79.194   70.514   78.527
 400000  158.388  158.388  121.477  159.439
common load, widths 50000 and 200000 A: overall density 0.5556
  D = 24.074 and 69.218 A, h = 0.4500 and 0.4500
  sigma1 = 1.5508, sigma2 below 1e-6 sigma1: True
same widths on separate wafers: sigma1 = 1.5451, sigma2 = 0.1261
\end{verbatim}
